# Simulating parabolic scale growth with complete, age-independent spalling

**Result.** A surface is divided into equal patches of oxide scale. In each thermal cycle every patch grows during a hot hold of length \(T\), and on cooling it loses its entire scale with probability \(p\), whatever its age. If growth on bare metal follows \(x^2=kt\), the steady mean thickness just after cooling is

\[
m=\sqrt{\frac{\pi kT}{4p}}\left[1-\frac{3p}{4}+O(p^{3/2})\right]. \tag{1}
\]

The square root alone is the small-\(p\) limit. A simulation that stores \(x^2\) for each patch needs no time step shorter than a cycle, and it separates the limit from its finite-\(p\) correction once its standard error is small enough.

## Model and update rule

Here \(t\) is the hot time since the patch last lost its scale, and \(k\) has the unit of length squared per time. Some data are reported as \(x^2=2k't\); then \(k=2k'\), and inserting \(k'\) for \(k\) makes the thickness too small by \(\sqrt2\). Growth during heating and cooling is neglected at first.

Differentiating \(x^2=kt\) gives \(2x\,dx/dt=k\), so that

\[
\frac{dx}{dt}=\frac{k}{2x},\qquad \frac{d(x^2)}{dt}=k .
\]

The rate depends on the present thickness alone, so a surviving scale resumes its growth after an interruption. With \(w=x^2\), one hold is the map

\[
w\longrightarrow w+kT. \tag{2}
\]

This is the integrated growth law, not an approximation to it. The spall trial follows: with probability \(p\), \(w\) is set to zero; otherwise it is kept. Thickness is recorded after the trial, and freshly bare patches count as zeros.

## Pseudocode

The inputs are \(M\) patches, \(B\) burn-in cycles and \(C\) recorded cycles.

```
w[i] = 0, A[i] = 0 for i = 1..M
lost = 0, square = 0
for c = 1 to B + C
    for i = 1 to M
        w[i] = w[i] + k*T
        draw u uniformly from [0,1)
        if u < p
            if c > B: lost = lost + sqrt(w[i])
            w[i] = 0
        if c > B
            A[i] = A[i] + sqrt(w[i])
            square = square + w[i]
A[i] = A[i]/C for every i
mean   = sum(A)/M
error  = sqrt(sum((A - mean)^2)/(M*(M-1)))
spread = sqrt(square/(M*C) - mean^2)
loss   = lost/(M*C)
```

Successive thicknesses of one patch are correlated, because most patches survive each cycle. The time averages \(A_i\) of different patches are independent, however, so their scatter gives a valid standard error. Treating all \(MC\) records as independent would not. The mean itself does not require independent patches, since the expectation of a sum is the sum of expectations; the error estimate does.

## Steady age distribution

Let \(n\) be the number of holds since the last spall, \(P_n\) the steady fraction of patches with age \(n\) after cooling, and \(q=1-p\). A patch has age zero if it has just spalled. It has age \(n+1\) if it had age \(n\) one cycle earlier and survived. Therefore

\[
P_0=p\sum_{n=0}^{\infty}P_n=p,\qquad P_{n+1}=qP_n,
\]

and, by repeated use of the second relation,

\[
P_n=pq^n. \tag{3}
\]

The thickness at age \(n\) is \(\sqrt{nkT}\), which gives the mean at any \(0<p<1\):

\[
m=\sqrt{kT}\;p\sum_{n=0}^{\infty}q^n\sqrt n. \tag{4}
\]

## The small-p limit

Write \(q^n=e^{-\lambda n}\) with \(\lambda=-\ln(1-p)\), and let \(f(a)=\sqrt a\,e^{-\lambda a}\). The sum in (4) is close to the integral of \(f\). Substituting \(a=u^2\) and integrating by parts,

\[
\int_0^\infty f\,da=\int_0^\infty 2u^2e^{-\lambda u^2}du
=\left[-\frac{u}{\lambda}e^{-\lambda u^2}\right]_0^\infty+\frac1\lambda\int_0^\infty e^{-\lambda u^2}du .
\]

The boundary term vanishes and the last integral is \(\tfrac12\sqrt{\pi/\lambda}\), so

\[
\int_0^\infty f\,da=\frac{\sqrt\pi}{2\lambda^{3/2}}. \tag{5}
\]

The error of replacing the sum must also be controlled. Because \(f(0)=0\), the sum of \(f(n)\) equals the trapezoid rule with unit cells. For a cell starting at \(n\ge1\), two integrations by parts give

\[
\int_n^{n+1}f\,da-\frac{f(n)+f(n+1)}2
=-\frac12\int_0^1u(1-u)f''(n+u)\,du .
\]

Since \(u(1-u)/2\le1/8\), these errors together are at most one eighth of \(\int_1^\infty|f''|da\). Here

\[
f''=e^{-\lambda a}\left(-\tfrac14a^{-3/2}-\lambda a^{-1/2}+\lambda^2a^{1/2}\right),
\]

and bounding the three terms separately yields

\[
\int_1^\infty|f''|da\le\frac12+\sqrt{\pi\lambda}+\frac12\sqrt{\pi\lambda}.
\]

This stays finite as \(\lambda\to0\). In the first cell \(0\le f\le1\), so its error is at most 1. The gap between sum and integral is thus bounded, and

\[
m=\sqrt{kT}\;p\left[\frac{\sqrt\pi}{2\lambda^{3/2}}+O(1)\right].
\]

Finally, \(\lambda=p+p^2/2+O(p^3)\) implies

\[
\lambda^{-3/2}=p^{-3/2}\left[1+\frac p2+O(p^2)\right]^{-3/2}
=p^{-3/2}\left[1-\frac{3p}{4}+O(p^2)\right].
\]

Multiplication by \(p\) makes the leading term proportional to \(p^{-1/2}\). The bounded gap becomes a term of order \(p\), smaller by a relative factor of order \(p^{3/2}\). This is equation (1).

The scaling has a direct meaning. A typical age is \(1/p\) cycles, so a typical thickness is \(\sqrt{kT/p}\). Inserting that age into the growth law nevertheless overestimates the mean by a factor \(2/\sqrt\pi\approx1.13\), because the square root of a mean age exceeds the mean of the square roots.

In the opposite limit, \(p\to1\), nearly all patches are bare after cooling. The first nonzero term of (4) gives \(m\approx q\sqrt{kT}\), which vanishes, whereas \(\sqrt{\pi kT/(4p)}\) tends to \(0.886\sqrt{kT}\). The limit formula must not be used there.

## Before cooling, loss and spread

Let \(b\) be the mean thickness at the end of the hold, before the trial. A fraction \(q\) survives, and survival is independent of thickness, so \(m=qb\). With \(1/q=1+p+O(p^2)\),

\[
b=\sqrt{\frac{\pi kT}{4p}}\left[1+\frac p4+O(p^{3/2})\right]. \tag{6}
\]

The relative corrections after and before cooling thus have opposite signs at first order. The mean loss per cycle, averaged over all patches, is

\[
L=pb\approx\sqrt{\frac{\pi kTp}{4}}. \tag{7}
\]

In the steady state this equals the mean growth per hold. Each patch grows parabolically between losses, yet the surface as a whole produces oxide at a constant rate per cycle. While \(p\) is small, lowering it by a factor of four roughly doubles the retained thickness and roughly halves the loss, at fixed \(k\) and \(T\).

For the spread, let \(W\) be the steady mean of \(x^2\) after cooling. One cycle gives \(W=q(W+kT)\), hence \(W=kTq/p\). Subtracting \(m^2\),

\[
\sigma^2=\frac{kTq}{p}-m^2\approx\left(1-\frac\pi4\right)\frac{kT}{p}. \tag{8}
\]

The scatter between patches is therefore about half the mean, however small \(p\) becomes.

## Burn-in from bare metal

After \(N\) cycles from bare metal, a patch has age at least \(j\), for \(1\le j\le N\), if it survived the last \(j\) trials. That probability is \(q^j\). Writing \(\sqrt n\) as a sum of the increments \(\sqrt j-\sqrt{j-1}\) gives

\[
m_N=\sqrt{kT}\sum_{j=1}^{N}q^j\left(\sqrt j-\sqrt{j-1}\right). \tag{9}
\]

Each increment is the integral of \(1/(2\sqrt a)\) from \(j-1\) to \(j\). For small \(p\), \(q^j\) is nearly \(e^{-pa}\) over that cell wherever the terms matter. With \(a=u^2\),

\[
m_N\approx\sqrt{kT}\int_0^N\frac{e^{-pa}}{2\sqrt a}da
=\sqrt{kT}\int_0^{\sqrt N}e^{-pu^2}du,
\]

\[
m_N\approx\sqrt{\frac{\pi kT}{4p}}\;\operatorname{erf}\sqrt{pN}. \tag{10}
\]

For \(pN\ll1\), \(\operatorname{erf}z\approx2z/\sqrt\pi\) returns \(m_N\approx\sqrt{kTN}\), the growth law without spalling. For \(pN\gg1\) the steady value appears.

The total shortfall during burn-in is also needed below. With \(s=pN\), and with the integral representation of \(1-\operatorname{erf}\sqrt s\),

\[
\int_0^\infty(1-\operatorname{erf}\sqrt s)\,ds
=\int_0^\infty ds\int_s^\infty\frac{e^{-v}}{\sqrt{\pi v}}dv
=\int_0^\infty\sqrt{\frac v\pi}\,e^{-v}dv=\frac12 .
\]

Exchanging the order of integration supplied the factor \(v\), and (5) with \(\lambda=1\) the last value. The summed deficit of \(m_N\) is thus about \(m/(2p)\). Recording \(C\gg1/p\) cycles with no burn-in biases the time average low by a relative amount of about \(1/(2pC)\).

## Cost, stability and failure modes

The work is proportional to \(M(B+C)\), with one random number per patch and cycle; the memory is proportional to \(M\). The burn-in must cover several times \(1/p\) cycles, so small \(p\) is expensive. If only the mean is wanted, sum (4) is far cheaper. The simulation earns its cost when rules are added that have no simple sum.

Update (2) has no stability limit. An explicit Euler step in \(x\) would divide by zero on bare metal, and from a thin scale \(x_0\) it would give

\[
\left(x_0+\frac{kT}{2x_0}\right)^2=x_0^2+kT+\frac{(kT)^2}{4x_0^2},
\]

whose last term is spurious and grows without bound as \(x_0\to0\).

Three coding faults leave plausible output:

- Adding \(\sqrt{kT}\) to \(x\) in every hold makes growth linear. The mean becomes \(\sqrt{kT}\,q/p\), with the wrong power of \(p\).
- Recording before the trial returns \(b\) instead of \(m\), larger by the factor \(1/q\).
- Averaging over scaled patches alone, without the bare ones, divides \(m\) by \(1-P_0=q\) and produces the same shift.

## Worked example

The parameters are \(k=0.04\ \mu\mathrm{m^2/h}\), \(T=1\) h and \(p=0.01\). The first hold grows \(\sqrt{0.04}=0.200\ \mu\mathrm m\), and the limit formula gives

\[
m\approx0.200\times\sqrt{\frac{\pi}{0.04}}=1.7725\ \mu\mathrm m
=1.7725\times10^{-6}\ \mathrm m .
\]

Sum (4) gives 1.7587 μm, a ratio of 0.99226; the correction in (1) predicts 0.9925. Before cooling the sum is 1.7765 μm.

A simulation with 20000 patches, 1500 burn-in cycles and 2500 recorded cycles gives 1.7562 μm with a standard error of 0.0016 μm. It lies 1.6 standard errors below the direct sum and about 10 below the limit formula. The simulation therefore resolves the finite-\(p\) correction. At \(p=0.04\), with \(k\) and \(T\) unchanged, it gives 0.8583 μm with an error of 0.0004 μm, against 0.8579 μm from the sum and 0.8862 μm from the limit.

The approach to the limit is visible in the ratio of the sum to the limit formula: 0.917 at \(p=0.1\), 0.976 at 0.03 and 0.9992 at 0.001. Over this range the gap between the sum and integral of \(f\) moves only from −0.2052 to −0.2079, in agreement with the bound derived above.

The simulated spread is 0.930 μm; equation (8) gives 0.931 μm before its approximation and 0.927 μm after it. A single snapshot of 20000 patches would thus have a standard error of \(0.930/\sqrt{20000}=0.0066\ \mu\mathrm m\). Time averaging reduced this about fourfold, so the 2500 recorded cycles were worth roughly 18 independent snapshots, one per 140 cycles or so.

The simulated loss is 0.01779 μm per cycle, against 0.01772 μm from (7). From bare metal, (10) reaches 95 % of its steady value after 192 cycles. At cycle 100 it gives 1.494 μm, while evolving the age distribution cycle by cycle gives 1.484 μm. Omitting the burn-in would bias a 2500-cycle average by about \(1/(2\times0.01\times2500)=2\,\%\), well above the statistical error.

## What the model leaves out

The numbers are round values meant for a slow-growing protective scale on a heat-resistant alloy, such as a furnace heating element cycled between 1400 K and 300 K. They give 2 μm after 100 h without spalling, a reasonable rough magnitude for such scales. The value of \(p\) is a free choice: real spalling varies strongly with alloy, cooling and history. Age independence is the assumption most open to doubt, because a thicker scale stores more strain energy.

**Thickness-dependent spalling.** For a spall probability \(h_n\) at age \(n\), let \(S_n=\prod_{j=1}^n(1-h_j)\) be the survival to age \(n\). The balance that led to (3) now gives \(P_n=S_n/\sum_jS_j\), and the spall frequency is \(P_0=1/\sum_jS_j\). Take \(h_n=c\sqrt n\), proportional to thickness, and hold the frequency at 0.01 per cycle. This requires \(c=1.280\times10^{-3}\). The frequency is also \(c\) times the mean of \(\sqrt n\) before cooling, so the thickness there is \(0.200\times0.01/0.00128=1.56\ \mu\mathrm m\). After cooling the mean is 12.2 % below sum (4). It falls because young patches are spared and old ones removed: at equal \(\sum S_n\), survival weight moves from large ages to small ones.

**Strain energy.** A scale under equal biaxial strain \(\varepsilon\) has stress \(E\varepsilon/(1-\nu)\) in both directions, and so stores \(E\varepsilon^2/(1-\nu)\) per volume. With rough values \(E=400\) GPa, \(\nu=0.25\) and an expansion mismatch of \(5\times10^{-6}\ \mathrm{K^{-1}}\), elastic cooling by 1100 K gives \(\varepsilon=0.55\,\%\). At the small-\(p\) mean thickness of 1.77 μm the stored energy is 28.6 J/m². It equals an assumed interface toughness of 50 J/m² at 3.10 μm, a thickness exceeded after cooling by 8.9 % of patches in the basic model. Making spalling certain from there on, with \(p=0.01\) below, lowers the mean by 10.5 % and raises the spall frequency to 0.01097 per cycle. Sufficient energy need not produce a spall, so this is a deliberately severe rule. By the same criterion a patch thinner than 3.10 μm has too little energy to spall, so keeping \(p=0.01\) below that thickness presumes locally weaker interfaces or extra stress; with a uniform toughness, age-independent spalling would not apply to these thin patches. Creep and growth stress are left out.

**Incomplete spalling.** If a spall leaves one fifth of the thickness, \(w\) is multiplied by 0.04 instead of being set to zero. The simulated mean rises by 3.6 % relative to the simulation of complete spalling with the same random events.

**Growth law.** If thickness grows as the power 0.4 of time, the result depends on where the two laws are matched. Matching at one cycle lowers the mean by 36.8 %; matching at 100 cycles, the typical age, changes it by 0.1 %. The growth constant should therefore be taken as the ratio \(x^2/t\) at a time close to \(T/p\), not extrapolated from the first hold; matching at 50 or 200 cycles instead shifts the mean by about −7 % or +7 %. The local slope \(d(x^2)/dt\) at \(T/p\) is only 0.8 of that ratio for this law, and using it as \(k\) would leave the true mean 12 % above the prediction. This is the largest shift found here.

**Temperature.** For \(k\) proportional to \(\exp[-E_a/(k_BT_h)]\), with hold temperature \(T_h\) and a rough activation energy \(E_a=3\) eV, a hold 10 K too hot thickens the scale by 9.2 %. Two linear ramps of 0.1 h each add the equivalent of 0.0095 h at 1400 K, or 0.47 % in thickness.

**Finite supply.** The steady state lasts while the alloy can supply the scale-forming element. Suppose it can form 50 μm of oxide in all, averaged over the surface. The oxide formed by cycle \(N\) is what is retained plus what was lost. By the burn-in deficit above, the losses start as if delayed by \(1/(2p)=50\) cycles. Thus

\[
N\approx50+\frac{50-1.76}{0.01\times1.7765}\approx2765,
\]

which agrees with the cycle-by-cycle sum, 2765. Here the steady state is reached long before exhaustion. With a supply of only a few micrometres, most or all of the life would be spent approaching the steady state, and (1) would not describe that life as a whole.

These shifts are sensitivities for the stated inputs, each taken alone; they are not to be added as an error bar. The full set of values is in the numerical output below.

## Computed values

```
growth constant k = 0.04 um^2/h; hold T = 1.0 h
spall probability p = 0.01 per cycle
thickness after first hold = 0.200 um
small-p mean thickness = 1.7725 um = 1.7725e-06 m
direct-sum mean after cooling = 1.7587 um
direct-sum mean before cooling = 1.7765 um
simulated mean = 1.7562 um, standard error 0.0016 um
simulation: 20000 patches, 1500 burn-in, 2500 recorded cycles
second p = 0.04: simulated 0.8583 um, error 0.0004 um
second p: direct 0.8579 um, small-p 0.8862 um
one-patch spread: simulated 0.9304, direct 0.9310, small-p 0.9265 um
loss per cycle: simulated 0.01779, small-p 0.01772 um
p = 0.100: direct/small-p mean = 0.917342, sum minus integral = -0.2052
p = 0.030: direct/small-p mean = 0.976257, sum minus integral = -0.2071
p = 0.010: direct/small-p mean = 0.992263, sum minus integral = -0.2076
p = 0.003: direct/small-p mean = 0.997711, sum minus integral = -0.2078
p = 0.001: direct/small-p mean = 0.999243, sum minus integral = -0.2079
cycle 1: evolved mean 0.1980 um, erf law 0.1993 um
cycle 10: evolved mean 0.6084 um, erf law 0.6120 um
cycle 30: evolved mean 0.9892 um, erf law 0.9951 um
cycle 100: evolved mean 1.4839 um, erf law 1.4936 um
cycle 300: evolved mean 1.7340 um, erf law 1.7471 um
cycle 1000: evolved mean 1.7587 um, erf law 1.7724 um
cycles to 95 % of steady mean (erf law) = 192
Neglected effects, change of mean relative to direct sum:
spalling proportional to thickness: -12.2 %
its spall probability per sqrt(cycle age) = 1.280e-03
hot 1400 K, cold 300 K, expansion mismatch 5.0e-06 1/K
oxide modulus 400 GPa, Poisson ratio 0.25
thermal strain = 0.55 %, toughness 50 J/m^2
strain energy at small-p mean = 28.6 J/m^2
critical thickness = 3.10 um
share of patches above it in the basic model = 8.9 %
certain spalling above it: -10.5 %
spall frequency then = 0.01097 per cycle
residue fraction 0.2 left (simulated): 3.6 %
growth exponent 0.4, matched at 1 cycle: -36.8 %
same exponent, matched at 100 cycles: 0.1 %
activation energy 3.0 eV; hold 10 K hotter: 9.2 %
two ramps of 0.1 h: extra hot time 0.0095 h, 0.47 %
supply for 50 um of oxide ends at cycle 2765
```
